# Why long-wave optical phonons split and depend on direction in polar insulators, part 2

This dialogue asks how the macroscopic electric field of a long-wave vibration changes the phonons of an insulating crystal. Hartree units are used, with $e=\hbar=m_e=1$, unless others are shown. The wavevector is $\mathbf q=q\hat{\mathbf q}$. The limit of small $q$ is electrostatic: $q$ is far below the Brillouin-zone size, but far above both $\omega/c$, with $c$ the speed of light, and the inverse sample size. The force constants are then

$$\boxed{C_{\kappa\alpha,\kappa'\beta}(\hat{\mathbf q})=\bar C_{\kappa\alpha,\kappa'\beta}
+\frac{4\pi}{\Omega}\frac{(\hat{\mathbf q}\cdot Z^*_\kappa)_\alpha(\hat{\mathbf q}\cdot Z^*_{\kappa'})_\beta}{\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q}}}. \tag{4}$$

Here $\Omega$ is the cell volume, $\kappa$ labels ions of mass $M_\kappa$, and $\alpha,\beta$ are directions. A bar means that the macroscopic field is absent. The Born charge $Z^*_\kappa$ is $\Omega$ times the polarization per unit displacement $\mathbf u_\kappa$ at zero macroscopic field; $\varepsilon_\infty$ is the electronic permittivity with the ions clamped. The field $\boldsymbol{\mathcal E}$ is parallel to $\mathbf q$. Without free charge, $\mathbf q\cdot\mathbf D=0$, where

$$\mathbf D=\varepsilon_\infty\boldsymbol{\mathcal E}+\frac{4\pi}{\Omega}\sum_\kappa Z^*_\kappa\mathbf u_\kappa .$$

TO denotes modes without a macroscopic field, LO the longitudinal modes with it. The static permittivity $\varepsilon_0$, at fixed cell shape, obeys the Lyddane–Sachs–Teller (LST) relation

$$\prod_{\rm opt}\frac{\omega_j^2(\hat{\mathbf q})}{\omega_{j,{\rm TO}}^2}
=1+g^T\bar D^+g
=\frac{\hat{\mathbf q}\cdot\varepsilon_0\cdot\hat{\mathbf q}}
{\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q}}. \tag{6}$$

The dynamical matrix, $C_{\kappa\alpha,\kappa'\beta}/\sqrt{M_\kappa M_{\kappa'}}$, is $\bar D+gg^T$, and $\bar D^+$ is the inverse of $\bar D$ after uniform translations are removed.

The closing table also reports two earlier tests. One compared (4) with a complete Coulomb sum for a triclinic crystal of three ions per cell, each a Gaussian core and a movable Gaussian shell. The other found the density response, chi in the table, of independent electrons in one dimension, with the lowest band full (insulator) or half full (metal).

The questioner has just asked for an oxide with numbers, and what to put in.

**A.** A uniaxial model in the rough regime of wurtzite zinc oxide. The masses are 65.4 and 16.0 u, giving a reduced mass $\mu=12.855$ u, or 23433 electron masses. The volume per formula unit is 0.0238 nm$^3$, or 160.61 bohr$^3$. Perpendicular and parallel to the $c$ axis, I take Born charges $\pm2.1$ and $\pm2.2$, electronic permittivities 3.7 and 3.8, and TO energies 51 and 47 meV.

Wurtzite has two formula units per cell. Its sixfold screw operation separates in-phase from out-of-phase motion of equivalent atoms at the zone centre. Equivalent atoms also have equal Born tensors, so $\hat{\mathbf q}\cdot Z^*u$ couples to the in-phase motion. One formula unit therefore suffices for these polar modes.

Let $s$ be the displacement of the cation relative to oxygen. Along a principal axis $j$, (4) reduces to $\mu\omega^2s=\mu\omega_j^2s+4\pi Z_j^2s/(\Omega\varepsilon_{\infty j})$, so

$$\omega_{{\rm LO},j}^2=\omega_j^2+\frac{4\pi Z_j^2}{\Omega\mu\varepsilon_{\infty j}}.$$

For the perpendicular direction,

$$\sqrt{\frac{4\pi(2.1)^2}{160.61\times23433\times3.7}}\ \text{Ha}=54.28\ \text{meV},$$

$$\omega_{{\rm LO},\perp}=\sqrt{51^2+54.28^2}=74.5\ \text{meV}.$$

This is 601 cm$^{-1}$, against 411 cm$^{-1}$ for the TO mode. The parallel coupling is 56.12 meV and gives $\omega_{{\rm LO},\parallel}=73.2$ meV. Without electronic screening of the field, at fixed Born charge, the perpendicular shift in $\omega^2$ would be 3.7 times larger.

Relation (6) gives the perpendicular static permittivity as $3.7(74.48/51)^2=7.89$. The parallel value is 9.22.

**Q.** How large is the field responsible for this?

**A.** For a relative displacement of 1 pm perpendicular to $c$, the polarization at zero field is $Z_\perp e\,(1\ \text{pm})/\Omega=1.41$ uC/cm$^2$. With $\mathbf q$ along the displacement, dividing by the vacuum permittivity and by 3.7 gives a field of 4.3 MV/cm, directed against that polarization. This is the field per picometre of coherent long-wave displacement, and it oscillates at the phonon frequency; as a static field, a few MV/cm would be comparable to the breakdown fields of wide-gap semiconductors. With $\mathbf q$ perpendicular to the displacement, the macroscopic field is zero in the electrostatic limit.

**Q.** What happens between the two principal directions?

**A.** Let $\theta$ be the angle between $\mathbf q$ and $c$. The relative motion obeys $\mu(\omega_j^2-\omega^2)s_j=Z_j\mathcal E_j$. Its polarization, $Z_js_j/\Omega$, gives

$$\varepsilon_j(\omega)=\varepsilon_{\infty j}+\frac{S_j}{\omega_j^2-\omega^2},\qquad
S_j=\frac{4\pi Z_j^2}{\Omega\mu}.$$

The condition $\mathbf q\cdot\mathbf D=0$ with a nonzero field becomes

$$\sin^2\theta\,\varepsilon_\perp(\omega)+\cos^2\theta\,\varepsilon_\parallel(\omega)=0. \tag{7}$$

At an oblique angle this determines two modes. At 0° and 90° it gives only the upper one; the lower one then has no macroscopic field and keeps its TO energy. The third, ordinary mode moves perpendicular to both $\mathbf q$ and $c$, has no macroscopic field, and stays at 51 meV.

| $\theta$ | Lower mode (meV) | Upper mode (meV) |
|---|---:|---:|
| 0° | 51.0 | 73.2 |
| 30° | 50.0 | 73.5 |
| 60° | 48.0 | 74.2 |
| 90° | 47.0 | 74.5 |

The eigenvalues of (4) agree with the roots of (7) at the two oblique angles. There, the displacement components are proportional to $Z_j\mathcal E_j/(\omega_j^2-\omega^2)$. The factors differ along the two axes, so the displacement is not parallel to $\mathbf q$ even though the field is.

In a cubic two-ion crystal, by contrast, the added matrix for $s$ is $(4\pi Z^2/\Omega\varepsilon_\infty)\hat{\mathbf q}\hat{\mathbf q}^T$. The matrix and its longitudinal eigenvector turn with $\hat{\mathbf q}$, while the frequencies do not change.

**Q.** My film is 10 nm thick. Your limit required $q$ to exceed the inverse sample size.

**A.** Then (4) cannot be used unchanged for small in-plane $q$. Consider a free-standing film of thickness $d$, with $c$ normal to it. Inside, Gauss's law gives $\varepsilon_\parallel\phi''=\varepsilon_\perp q^2\phi$, where primes denote derivatives along the normal coordinate $z$. Thus $\phi$ contains $\cosh\kappa z$ or $\sinh\kappa z$, with $\kappa^2=q^2\varepsilon_\perp/\varepsilon_\parallel$. Outside it decays as $e^{-q|z|}$. Continuity of the potential and of normal $D$ at $z=d/2$ gives

$$\varepsilon_\parallel\kappa\tanh(\kappa d/2)=-q\quad\text{(even)},\qquad
\varepsilon_\parallel\kappa\coth(\kappa d/2)=-q\quad\text{(odd)}.$$

For $|\kappa|d\ll1$ and $x=qd/2$, these become $\varepsilon_\perp=-1/x$ and $\varepsilon_\parallel=-x$. Solving for $\omega^2$,

$$\omega_{\rm in}^2=\omega_\perp^2+\frac{S_\perp x}{1+\varepsilon_{\infty\perp}x},\qquad
\omega_{\rm norm}^2=\omega_\parallel^2+\frac{S_\parallel}{\varepsilon_{\infty\parallel}+x}. \tag{8}$$

At $q=0.01$ nm$^{-1}$, $x=0.05$. Since $S_\perp=3.7\times(54.28\ \text{meV})^2$, the first formula gives

$$\omega_{\rm in}=\sqrt{51^2+\frac{3.7\times54.28^2\times0.05}{1+3.7\times0.05}}=55.3\ \text{meV}.$$

The full boundary conditions give 55.3 meV for the in-plane mode and 72.9 meV for the normal one. At this $q$ the in-plane mode lies 4.3 meV above its TO energy, instead of 23.5 meV in the bulk. As $qd$ decreases its shift in $\omega^2$ falls linearly, because most of the field lines pass outside the film. This is an electrostatic result and holds only while $q$ stays well above $\omega/c$; near the light line the shift is smaller than (8) gives. Normal polarization keeps its surface charges and its depolarizing field.

**Q.** Even in the bulk, light has a finite speed. What happens at truly zero $q$?

**A.** For a transverse wave polarized perpendicular to $c$, Maxwell's equations require $\omega^2\varepsilon_\perp(\omega)=q^2c^2$, where $c$ is here the speed of light. As $q\to0$, the branch with nonzero frequency approaches $\varepsilon_\perp=0$, which is the LO frequency. If $\mathbf q$ is also perpendicular to the crystal axis, the longitudinal wave has this same frequency. The electrostatic splitting must therefore not be extended to $q\ll\omega/c$.

For $qc\gg\omega$, the lower branch lies close to $\omega_\perp$. The resonant part of $\varepsilon_\perp$ dominates, giving $\omega_\perp^2-\omega^2\approx S_\perp\omega_\perp^2/(q^2c^2)$. Light of 51 meV has a vacuum wavenumber of $2.6\times10^{-4}$ nm$^{-1}$. At $q=0.01$ nm$^{-1}$ the full equation lowers the bulk TO energy by 0.07 meV.

**Q.** Oxide films used in devices also contain carriers. Don't they screen the field completely?

**A.** They would screen a static field almost completely at sufficiently small $q$, but the field of a phonon oscillates. For a bulk estimate, take $10^{18}$ carriers per cm$^3$, an isotropic mass of $0.28m_e$, a mobility of 50 cm$^2$/Vs and 300 K. The plasma energy $\omega_p$, with screening by $\varepsilon_{\infty\perp}$ included, is 36.5 meV and the damping energy $\gamma$ is 82.7 meV. Adding the Drude response changes the longitudinal condition to

$$\varepsilon_\perp(\omega)-\frac{\varepsilon_{\infty\perp}\omega_p^2}{\omega^2+i\gamma\omega}=0.$$

Its phonon-like root lies 2.2 meV above the carrier-free LO energy and has a full width of 5.2 meV. At this density the plasma energy is about half the LO energy, and the carriers do not screen the field at the phonon frequency. At the LO energy the Drude term changes the electronic permittivity from 3.7 to $3.30+0.44i$. Its magnitude falls, so a given ionic displacement produces a field about 11% larger than without carriers. When $\omega_p$ is far above the phonon energies, the Drude term is large near the TO energy and only the phonon resonance can balance it, so one root lies close to TO. With the damping used here, this is not the root followed above: that one rises with density and becomes the plasmon.

The Debye wavenumber is 0.30 nm$^{-1}$, so $q=0.01$ nm$^{-1}$ lies in the range where carriers matter. A local response is reasonable: the thermal speed times $q$ is 0.84 meV, well below $\gamma$. The zero-temperature Fermi energy, 13 meV, is below $kT=26$ meV, so the gas is not strongly degenerate. The Debye value remains an estimate. So does the Drude result: the damping energy and the LO energy are both about three times $kT$, where a classical response with constant damping is not reliable in detail.

**Q.** How near is all this to a real zinc oxide film?

**A.** The inputs were chosen in its regime, and the model's LO energies are of the right rough size, a little above 70 meV. That supports the scale of the coupling, not the last digit. The absence of free carriers is one assumption that doped devices break, and the carrier estimate shows a change of a few meV at $10^{18}$ cm$^{-3}$; in the same model, doping of about $10^{20}$ cm$^{-3}$ at the same damping leaves a phonon-like mode within 1 meV of the TO energy and a plasmon far above it, while at $10^{19}$ cm$^{-3}$ the lower mode is still broad and several meV below TO. With a rough Grüneisen number of 1.5 and a constant volume expansion of $1.5\times10^{-5}$ K$^{-1}$, thermal expansion up to 300 K lowers the LO energy by about 0.5 meV. This is an overestimate, because the expansion coefficient of a real crystal falls towards zero on cooling. Intrinsic phonon damping, other anharmonic shifts and anisotropic carrier mass are left out. A substrate would change the outer boundary condition used for (8).

For an amorphous oxide represented by a periodic cell, (4) still applies when that cell is insulating and $q$ is small compared with its own Brillouin zone. The cell needs no symmetry, but the repetition is part of the model. The numerical output below gives the remaining digits.

## Table of computed values

```
Triclinic test: largest Born asymmetry = 0.0261 e
Triclinic test: electronic eps eigenvalues = [1.742 1.774 1.891] (no unit)
Born charge sum, largest entry = 1.3e-15 e
Rank-one identity error = 5.6e-16 Ha/bohr^2
Small-q limit, relative error = 2.6e-07
Change of C between two directions = 0.05551 Ha/bohr^2
LST relation, relative error = 6.5e-09
Error ratio on doubling q: real 4.000, imag 2.000
Band insulator: -chi/q^2 = 2.68931 a.u.
Band insulator: momentum formula = 2.68936 a.u.
Band metal: -chi = 5.09535, Fermi formula 5.09515 a.u.
Input masses = 65.4, 16.0 u
Reduced mass = 12.855 u = 23433.3 electron masses
Volume per formula unit = 0.0238 nm^3 = 160.61 bohr^3
Born charges: perp 2.1, parallel 2.2 e
Electronic eps: perp 3.7, parallel 3.8
Input TO energies: perp 51.0, parallel 47.0 meV
Coupling sqrt(4piZ^2/(V mu eps)), perp = 54.28 meV
Coupling sqrt(4piZ^2/(V mu eps)), parallel = 56.12 meV
Angle q to c  0 deg: modes 51.000 51.000 73.198 meV
Angle q to c 30 deg: modes 50.002 51.000 73.547 meV
Angle q to c 60 deg: modes 48.006 51.000 74.187 meV
Angle q to c 90 deg: modes 47.000 51.000 74.483 meV
LO energies: perp 74.48, parallel 73.20 meV
TO, LO perp = 411.3, 600.7 cm^-1
TO, LO parallel = 379.1, 590.4 cm^-1
LO-TO splitting: perp 23.48, parallel 26.20 meV
Static eps: perp 7.892, parallel 9.217
Zero-field polarization for 1 pm = 1.414 uC/cm2
LO field magnitude for 1 pm = 4.315 MV/cm
Film thickness = 10.0 nm; q = 0.010 nm^-1
Film in-plane mode: full 55.321, thin 55.327 meV
Film normal mode: full 72.920, thin 72.918 meV
Film crossover q = 2/(eps d) = 0.0541 nm^-1
Light wavenumber at TO energy = 2.585e-04 nm^-1
Retardation shift of TO at chosen q = -0.0714 meV
Carriers = 1.0e+18 cm^-3; mass = 0.28 m_e
Mobility = 50.0 cm2/Vs; temperature = 300 K
Plasma energy = 36.48 meV; damping = 82.69 meV
Carrier shift of LO = 2.178 meV
Carrier-induced LO full width = 5.249 meV
kT = 25.85 meV; zero-temperature Fermi energy = 13.02 meV
Debye screening wavenumber = 0.298 nm^-1
Carrier thermal speed times hbar q = 0.839 meV
Rough Gruneisen number = 1.5
Rough volume expansion = 1.5e-05 K^-1
Rough thermal-expansion LO shift = -0.503 meV
Finite-q size (q V^(1/3))^2 = 8.27e-06
```
